# Variance of the threshold shift from Poisson traps with exponential steps, part 1

(Sections cited here and not found follow in the second part.)

## The total shift over an ensemble of devices

Consider a large set of transistors made to the same design. In one of them, at one instant, \(N\) traps in or near the gate oxide hold a charge. Trap \(i\) moves the threshold voltage by an amount \(x_i>0\), called its step. The total shift is

\[
V=\sum_{i=1}^{N}x_i ,\qquad V=0\ \text{ if }\ N=0 .
\]

The shift is measured against the threshold that the same device would have with all its traps empty of charge. All steps have the same sign, and voltages are counted positive in that direction. For electrons trapped in an n-channel device this is the direction of a rising threshold. Angle brackets \(\langle\cdot\rangle\) and the symbol Var refer to the ensemble of devices, not to a record in time taken on one of them.

The model makes four assumptions. The count \(N\) follows a Poisson law with mean \(\lambda\),

\[
P_n=e^{-\lambda}\frac{\lambda^n}{n!},\qquad n=0,1,2,\dots
\]

Each step follows the exponential density

\[
f(x)=\frac{1}{\eta}\,e^{-x/\eta},\qquad x\ge 0 ,
\]

with the same \(\eta\) for every trap and every device. The steps are independent of each other and of \(N\). Finally, the shifts of different traps add. The result to be shown is

\[
\langle V\rangle=\lambda\eta,\qquad \operatorname{Var}V=2\lambda\eta^2=2\,\langle V\rangle\,\eta .
\]

The exponential density is taken here as a model of the fact that equal trapped charges do not have equal effects: a charge above a place where much of the channel current flows matters more than one above a place where little flows. What happens with another density is worked out below.

The moments of a single step come first. Integration by parts gives, for \(k\ge1\),

\[
\langle x^k\rangle=\int_0^\infty \frac{x^k}{\eta}e^{-x/\eta}\,dx
=\Big[-x^k e^{-x/\eta}\Big]_0^\infty+k\int_0^\infty x^{k-1}e^{-x/\eta}\,dx
=k\eta\,\langle x^{k-1}\rangle .
\]

The boundary term vanishes at both ends: at the lower one because \(k\ge1\), at the upper one because the exponential falls faster than any power grows. The last integral lacks the factor \(1/\eta\) of the density, which is why a factor \(\eta\) appears. Starting from \(\langle x^0\rangle=1\), the recursion gives \(\langle x^k\rangle=k!\,\eta^k\), and in particular

\[
\langle x\rangle=\eta,\qquad \langle x^2\rangle=2\eta^2,\qquad
\operatorname{Var}x=2\eta^2-\eta^2=\eta^2 .
\]

So \(\eta\) is both the mean step and the standard deviation of a step.

For the count, the factor \(n\) cancels one factor of the factorial:

\[
\langle N\rangle=\sum_{n=1}^\infty n\,e^{-\lambda}\frac{\lambda^n}{n!}
=\lambda\, e^{-\lambda}\sum_{n=1}^\infty\frac{\lambda^{n-1}}{(n-1)!}=\lambda .
\]

In the same way \(n(n-1)\) cancels two factors,

\[
\langle N(N-1)\rangle=\lambda^2e^{-\lambda}\sum_{n=2}^\infty\frac{\lambda^{n-2}}{(n-2)!}=\lambda^2 .
\]

Hence \(\langle N^2\rangle=\lambda^2+\lambda\) and \(\operatorname{Var}N=\lambda^2+\lambda-\lambda^2=\lambda\).

Now select the devices that have a given number \(N\) of charged traps. Because the steps do not depend on the count, this selection leaves their distribution unchanged, and the mean shift in the selected group is \(N\eta\). The square of the sum contains \(N\) terms \(x_i^2\) and \(N(N-1)\) products \(x_ix_j\) with \(i\ne j\). The average of such a product is \(\eta^2\), since the steps are independent. Therefore

\[
\langle V^2\,|\,N\rangle=N\langle x^2\rangle+N(N-1)\eta^2 .
\]

Averaging over the count and subtracting the square of \(\langle V\rangle=\langle N\rangle\eta\) gives

\[
\operatorname{Var}V=\langle N\rangle\langle x^2\rangle+\big(\langle N^2\rangle-\langle N\rangle\big)\eta^2-\langle N\rangle^2\eta^2 .
\]

The terms with \(\langle N\rangle\) combine through \(\langle x^2\rangle-\eta^2=\operatorname{Var}x\), and the other two through \(\langle N^2\rangle-\langle N\rangle^2=\operatorname{Var}N\):

\[
\operatorname{Var}V=\langle N\rangle\operatorname{Var}x+\eta^2\operatorname{Var}N .
\]

The first term is the variance among devices with the same count, \(N\operatorname{Var}x\), averaged over the counts. The second is the scatter of the count, with each trap given the mean step. Up to this point neither the Poisson law nor the exponential density has been used beyond the existence of the moments. Inserting them now,

\[
\operatorname{Var}V=\lambda\eta^2+\lambda\eta^2=2\lambda\eta^2=2\langle V\rangle\eta ,
\]

which is the stated law. The factor 2 thus has two equal sources: half of the variance comes from unequal steps and half from unequal counts.

The relative width follows at once,

\[
\frac{\sqrt{\operatorname{Var}V}}{\langle V\rangle}=\frac{\sqrt{2\lambda}\,\eta}{\lambda\eta}=\sqrt{\frac{2}{\lambda}} .
\]

With many charged traps the shift is nearly the same in all devices, relative to its mean. With \(\lambda\ll1\) most devices show no shift at all, since \(P_0=e^{-\lambda}\approx1-\lambda\), and the few that do show mostly a single step. The law covers this case too: the variance is then close to \(\langle V^2\rangle\approx\lambda\langle x^2\rangle=2\lambda\eta^2\), because the square of the mean is of order \(\lambda^2\).

A second derivation gives the higher moments as well, which are needed later to judge how well \(\eta\) can be measured. For \(s<1/\eta\),

\[
\langle e^{sx}\rangle=\frac1\eta\int_0^\infty e^{-(1/\eta-s)x}\,dx=\frac{1}{1-s\eta} .
\]

At fixed count the exponential of the sum is a product of independent factors, so

\[
\langle e^{sV}\rangle=\sum_{n=0}^\infty e^{-\lambda}\frac{\lambda^n}{n!}\left(\frac1{1-s\eta}\right)^{n}
=\exp\!\left[\lambda\left(\frac{1}{1-s\eta}-1\right)\right].
\]

The bracket equals \(\lambda s\eta/(1-s\eta)\), and for \(|s\eta|<1\) the geometric series gives

\[
\ln\langle e^{sV}\rangle=\lambda\sum_{k=1}^\infty (s\eta)^k .
\]

The cumulants \(\kappa_k\) are defined as the coefficients of \(s^k/k!\) in this logarithm, so that \(\kappa_k=k!\,\lambda\eta^k\). The first is the mean \(\lambda\eta\) and the second the variance \(2\lambda\eta^2\), in agreement with the direct calculation. The third, \(\kappa_3=6\lambda\eta^3\), is the mean cube of the deviation from the mean. Divided by the cube of the standard deviation it gives the skewness

\[
\frac{6\lambda\eta^3}{(2\lambda\eta^2)^{3/2}}=\frac{3}{\sqrt{2\lambda}} ,
\]

which is positive and falls slowly with the count. Unless \(\lambda\) is large, a normal distribution with the correct mean and variance is therefore a poor description of \(V\) (at \(\lambda=4\), where the mean is \(\sqrt2\) standard deviations, it places about 8 % of the devices at negative shifts, which the model excludes, and it underestimates the upper tail), although the variance law itself holds for every \(\lambda\).

The separate roles of the two distributions are seen by keeping them general. Define the count ratio \(F=\operatorname{Var}N/\langle N\rangle\) and the squared relative width of a step \(c^2=\operatorname{Var}x/\eta^2\), where \(\eta\) is now the mean of any step density. The two-term formula becomes

\[
\operatorname{Var}V=\langle N\rangle\eta^2\,(c^2+F)=(c^2+F)\,\langle V\rangle\,\eta .
\]

The factor is 2 when \(c^2+F=2\). The exponential density has \(c^2=1\) and the Poisson law has \(F=1\). Other pairs with the same sum would give the same factor, so a measured factor of 2 does not by itself prove either distribution.

Suppose first that each device has the same number \(M\) of sites, each charged with probability \(p\) independently of the others. The occupation of one site is 1 with probability \(p\) and 0 otherwise, so its variance is \(p-p^2=p(1-p)\). The sum over sites has mean \(Mp\) and variance \(Mp(1-p)\), hence \(F=1-p\). With exponential steps the factor is \(2-p\). For 10 sites and \(p=0.40\), a numerical convolution of the step density gives 1.6000, as it should. The factor returns to 2 when \(p\to0\), whatever the number of sites, because \(F\) then tends to 1. At \(p=1\) the count does not vary and a factor 1 remains, from the steps alone.

Suppose next that the count is Poisson but the steps are uniform between 0 and \(2\eta\). Then \(\langle x^2\rangle=(2\eta)^2/3=4\eta^2/3\), so \(c^2=1/3\) and the factor is \(4/3\). The convolution gives 1.3333. If all steps were equal, \(c^2=0\) and the factor would be 1. For Poisson counts in general, \(F=1\) and \(c^2+1=\langle x^2\rangle/\eta^2\), so that

\[
\operatorname{Var}V=\langle N\rangle\langle x^2\rangle=\langle V\rangle\,\frac{\langle x^2\rangle}{\langle x\rangle} .
\]

In this form the variance is set by the mean square of the steps, and rare large steps weigh heavily in it.

The common sign of the steps matters as well. Let a fraction \(a\) of the charged traps shift the threshold up and the rest shift it down, with exponential magnitudes of mean \(\eta\) in both cases. The mean square of a step is still \(2\eta^2\), and the last formula, in its first form, still gives \(\operatorname{Var}V=2\lambda\eta^2\). The mean shift, however, is \(\lambda\eta\,[a-(1-a)]=(2a-1)\lambda\eta\). The shifts partly cancel in the mean but not in the variance. For \(1/2<a<1\), half the ratio of variance to mean is \(\eta/(2a-1)\), which overstates the mean magnitude \(\eta\) of a step.

It remains to ask why the number of charged traps should be Poisson when a trap may be either charged or empty. Let the number of traps of either kind be Poisson with mean \(\nu\), and let each be charged with probability \(p\), independently of the other traps and of its own step. To find \(k\) charged traps there must be \(k+j\) traps in all, with \(j\ge0\) of them empty:

\[
P(N=k)=\sum_{j=0}^\infty e^{-\nu}\frac{\nu^{k+j}}{(k+j)!}\,\frac{(k+j)!}{k!\,j!}\,p^k(1-p)^j
=e^{-\nu}\frac{(\nu p)^k}{k!}\sum_{j=0}^\infty\frac{[\nu(1-p)]^j}{j!} .
\]

The last sum is \(e^{\nu(1-p)}\), and \(e^{-\nu}e^{\nu(1-p)}=e^{-\nu p}\). The charged count is therefore Poisson with \(\lambda=\nu p\), for any \(p\). This differs from the fixed number of sites above because here the number of traps itself varies from device to device. Since the occupation does not depend on the step, the charged traps also keep the exponential density with mean \(\eta\).

For a numerical example take a model transistor with a gate of 50 nm by 20 nm, an area \(A=1000\ \mathrm{nm}^2\), and an oxide of equivalent thickness \(t=1.0\) nm with relative permittivity \(\varepsilon_r=3.9\). An elementary charge \(e\) spread evenly over the channel side of the oxide changes the gate voltage needed at threshold by its charge divided by the gate capacitance,

\[
\eta_0=\frac{e}{\varepsilon_0\varepsilon_rA/t}=\frac{e\,t}{\varepsilon_0\varepsilon_rA}=4.640\ \mathrm{mV},
\]

where \(\varepsilon_0\) is the vacuum permittivity. The mean step is set to \(\eta=1.50\,\eta_0=6.960\) mV. The factor 1.50 is a chosen parameter that stands for the uneven flow of current; it is not calculated here. A trap density of \(10^{12}\ \mathrm{cm}^{-2}\) on this area, which is \(10^{-11}\ \mathrm{cm}^2\), gives \(\nu=10\). With \(p=0.40\) the mean charged count is \(\lambda=4.0\).

The mean shift is \(4.0\times6.960=27.84\) mV. The steps and the count each contribute \(4.0\times(6.960)^2=193.8\ \mathrm{mV}^2\) to the variance. The sum is \(387.5\ \mathrm{mV}^2\), and the standard deviation is 19.7 mV, or 0.0197 V. The numerical convolution, which builds the distribution of \(V\) without using the variance law, gives the same mean and variance to the digits quoted. The relative width is \(\sqrt{2/4}=0.71\) and the skewness \(3/\sqrt8=1.06\). A fraction \(e^{-4}\), about 2 %, of the devices has no shift at all.

For Poisson counts and independent exponential steps, the variance of the shift over the ensemble is \(2\langle V\rangle\eta\), half from unequal steps and half from unequal counts; other distributions change the factor 2 to \(c^2+F\). It remains to find how much of this variance appears as noise in time in a single device, how gate area and differences between devices affect it, and how well \(\eta\) can be measured.
